# Why the helium 1snp singlet P series has a negative quantum defect

## Question

In a Rydberg atom the outer electron sees a net charge of one at large distance. When it enters the core it sees more than that, and when it stays outside it polarises the core. Both effects bind it more tightly than in hydrogen and should give a positive quantum defect. Yet the helium series $1snp\;{}^1P$ has a defect of about $-0.012$: its levels lie slightly above the hydrogenic ones. What pushes them up, and why does it win?

## Answer

### The mechanism

The missing effect is exchange. Let $a$ be the $1s$ orbital and $b$ the $np$ orbital. The spin singlet has the symmetric spatial function, and the triplet the antisymmetric one:

$$\Psi_\pm=\frac{1}{\sqrt2}\left[a(1)b(2)\pm b(1)a(2)\right].$$

Where the electrons coincide, $|\Psi_+|^2=2|ab|^2$, twice the value for the simple product, while $\Psi_-=0$. With the same orbitals in both states, the singlet thus puts the electrons close together more often, and the larger repulsion raises its energy. The triplet is lowered. This argument holds for fixed orbitals. When they relax, the kinetic energy and the nuclear attraction change too, so the final energy difference is not a difference in repulsion. In the relaxed $2P$ states the mean repulsion $\langle 1/r_{12}\rangle$ is in fact larger in the triplet, about 0.267 hartree against 0.245 in the singlet. The triplet still lies lower, because the sum of its kinetic energy and nuclear attraction is lower by more than this.

Three contributions therefore compete in the singlet. Penetration and core polarisation are attractive, and exchange is repulsive. Their signs can be found in general, but which side wins depends on their sizes.

I use atomic units in the algebra, a fixed nucleus and the non-relativistic Hamiltonian. The defect $\delta$ is defined relative to the He$^+$ threshold at $-2$:

$$E=-2-\frac{1}{2(n-\delta)^2}.$$

For small $\delta$, $(n-\delta)^{-2}\simeq n^{-2}(1+2\delta/n)$. The shift from the hydrogenic level is then

$$\Delta E=E+2+\frac1{2n^2}\simeq-\frac{\delta}{n^3},\qquad \delta\simeq-n^3\Delta E .$$

An upward shift means a negative defect.

### Heisenberg's splitting of the Hamiltonian

The inner electron sees nearly the full nuclear charge 2, and the outer one mostly sees charge 1. Heisenberg's splitting builds this in from the start:

$$H_0=-\tfrac12\nabla_1^2-\frac2{r_1}-\tfrac12\nabla_2^2-\frac1{r_2},\qquad V=\frac1{r_{12}}-\frac1{r_2}.$$

The sum $H=H_0+V$ is the full Hamiltonian, because $-1/r_2-1/r_2=-2/r_2$. Here $a$ belongs to charge 2 and $b$ to charge 1, so

$$H_0\,a(1)b(2)=E_0\,a(1)b(2),\qquad E_0=-2-\frac1{2n^2}.$$

$H_0$ is not symmetric under exchange of the electrons, and $\Psi_\pm$ is not one of its eigenfunctions. Ordinary perturbation theory cannot simply be applied to $\Psi_\pm$. The full $H$ is symmetric, however, so its expectation value is well defined. The two diagonal terms are equal, as are the two cross terms:

$$\langle\Psi_\pm|H|\Psi_\pm\rangle=\langle ab|H|ab\rangle\pm\langle ba|H|ab\rangle .$$

In both terms $H$ can act on $a(1)b(2)$. The diagonal term gives $E_0+J$, with

$$J=\langle ab|\frac1{r_{12}}-\frac1{r_2}|ab\rangle .$$

The cross term is

$$\langle ba|H|ab\rangle=E_0|\langle a|b\rangle|^2+\langle ba|\frac1{r_{12}}|ab\rangle-\langle b|a\rangle\langle a|\frac1r|b\rangle .$$

An $s$ and a $p$ orbital are orthogonal by angle, even though they belong to different charges. Hence $\langle a|b\rangle=0$, and only the middle term, called $K$, survives:

$$\langle H\rangle_\pm=E_0+J\pm K .$$

For an outer $s$ electron the overlap does not vanish, and this simple result fails.

The choice of charges matters. If both orbitals are given charge 2, the same expectation value for $2\,{}^1P$ lies 0.54 eV above the He$^+$ threshold. That trial function does not even show that the state is bound.

### Penetration

The $1s$ radial density is $32r^2e^{-4r}$. Its repulsive potential comes from the charge inside $r$ and from the shells outside:

$$\phi(r)=\frac1r\int_0^r32s^2e^{-4s}ds+\int_r^\infty32s\,e^{-4s}ds .$$

The first integral is $1-e^{-4r}(1+4r+8r^2)$ and the second is $e^{-4r}(8r+2)$. Therefore

$$\phi(r)=\frac1r-\left(\frac1r+2\right)e^{-4r}.$$

Let $u_{np}=rR_{np}$, normalised by $\int u_{np}^2dr=1$. Subtracting $1/r$ leaves

$$J=-\int_0^\infty u_{np}^2\left(\frac1r+2\right)e^{-4r}dr<0 .$$

This is the penetration energy: inside the $1s$ cloud the screening is incomplete.

For $2p$, $u_{2p}=r^2e^{-r/2}/(2\sqrt6)$. With $\int_0^\infty r^me^{-5r}dr=m!/5^{m+1}$,

$$J=-\frac1{24}\left(\frac6{625}+\frac{48}{3125}\right)=-\frac{13}{12500}.$$

In electronvolts this is $-0.0283$ eV. It is small because the $2p$ electron is seldom inside. The mean radii of $1s$ and $2p$ are 0.40 and 2.65 angstrom, and the probability of finding the $2p$ electron within the $1s$ mean radius is about 0.001. The tail of the $1s$ cloud matters too: about 90% of $J$ comes from within twice that radius, where the probability is still only about 0.02.

### Exchange

With the overlap density $\rho=a^*b$,

$$K=\iint\frac{\rho^*(\mathbf r_1)\rho(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2=\int\frac{4\pi}{q^2}|\tilde\rho(\mathbf q)|^2\frac{d^3q}{(2\pi)^3}>0 .$$

The second form uses the Fourier transform $4\pi/q^2$ of the Coulomb potential. It shows that $K$ is positive, so the singlet is raised at this level.

Since $\rho$ has the angular form of a $p$ function, only the dipole term of $1/r_{12}$ contributes. That term carries $\tfrac{4\pi}3\sum_mY_{1m}Y_{1m}^*$, and the two factors $Y_{00}=1/\sqrt{4\pi}$ reduce its weight to $1/3$:

$$K=\frac13\iint f(r_1)f(r_2)\frac{r_<}{r_>^2}dr_1dr_2,\qquad f=u_{1s}u_{np}.$$

Here $r_<$ and $r_>$ are the smaller and larger radius.

For $2p$, $u_{1s}=4\sqrt2\,re^{-2r}$ gives $f=(2/\sqrt3)r^3e^{-5r/2}$. The regions $r_1<r_2$ and $r_1>r_2$ contribute equally, so

$$K=\frac13\cdot2\cdot\frac43\int_0^\infty s^4e^{-5s/2}\left[\int_s^\infty re^{-5r/2}dr\right]ds .$$

The bracket equals $e^{-5s/2}(2s/5+4/25)$. Hence

$$K=\frac89\left(\frac25\cdot\frac{120}{5^6}+\frac4{25}\cdot\frac{24}{5^5}\right)=\frac89\cdot\frac{336}{78125}=\frac{896}{234375},$$

or 0.1040 eV. Exchange is 3.7 times as large as penetration. The first-order shift of $2\,{}^1P$ is

$$J+K=-0.0283+0.1040=+0.0757\ \text{eV}.$$

Inserted in the definition of $\delta$, this gives $-0.0226$. The sign is right, but the size is too large.

### Why the defect survives at large $n$

Both integrals are confined to the core region by the factors from $1s$. There the only strong dependence on $n$ is the normalisation of the outer orbital. The hydrogenic function starts as

$$u_{np}\simeq\frac23\sqrt{\frac{n^2-1}{n^5}}\;r^2 ,$$

so $u_{np}^2$ scales as $n^{-3}$ at large $n$. This cancels the factor $n^3$ in $\delta\simeq-n^3\Delta E$.

To get the limit, set the outer energy to zero in the radial equation:

$$u''+\left(\frac2r-\frac2{r^2}\right)u=0 .$$

Its regular solution is proportional to $\sqrt r\,J_3(\sqrt{8r})$, where $J_3$ is a Bessel function. Since $J_3(x)\simeq x^3/48$ at small $x$, matching the factor $2/3$ gives

$$n^{3/2}u_{np}\to\sqrt{2r}\,J_3(\sqrt{8r}).$$

With this function in the integrals for $J$ and $K$, quadrature gives first-order contributions of $+0.0104$ from penetration and $-0.0351$ from singlet exchange. Their sum is $-0.0247$, about twice the defect to be explained. The first-order energy leaves out the response of the core.

### Polarisation, and why the point-dipole formula misleads

Consider a $1s$ electron with nuclear charge $Z$ in a weak uniform field, with perturbation $Fz$. Write the first-order correction as $\varphi_1=G\varphi_0$. Because $\nabla\varphi_0=-Z\hat{\mathbf r}\varphi_0$, the first-order equation becomes

$$-\tfrac12\nabla^2G+Z\frac{\partial G}{\partial r}=-Fr\cos\theta .$$

Try $G=-F\cos\theta\,(Ar+Br^2)$. Since $\nabla^2(r\cos\theta)=0$ and $\nabla^2(r^2\cos\theta)=4\cos\theta$, the equation requires $2B-ZA-2ZBr=-r$. Thus $B=1/(2Z)$ and $A=1/Z^2$. With $\langle r^2\rangle=3/Z^2$ and $\langle r^3\rangle=15/(2Z^3)$, the second-order energy is

$$\langle\varphi_0|Fz|\varphi_1\rangle=-\frac{F^2}3\left(A\langle r^2\rangle+B\langle r^3\rangle\right)=-\frac{9F^2}{4Z^4}.$$

Setting this equal to $-\alpha F^2/2$ gives the polarisability $\alpha=9/(2Z^4)$, which is $9/32$ for He$^+$.

A distant, slow outer electron produces the field $F=1/r^2$ at the core and gains the energy $-\alpha/(2r^4)$. For $2p$, $\langle r^{-4}\rangle=\frac1{24}\int_0^\infty e^{-r}dr=\frac1{24}$, so this point-dipole estimate is

$$-\frac{9}{64}\cdot\frac1{24}=-\frac3{512},$$

or $-0.159$ eV. Added to $+0.076$ eV, it would make the total shift negative and the defect positive. It would predict the wrong sign.

The integral shows why. The $1s$ mean radius is $3/4$ in atomic units, and a fraction $1-e^{-3/4}=0.53$ of $\langle r^{-4}\rangle$ comes from inside it. There the outer electron is not distant, and the dipole interaction is not $r_1/r_2^2$ but $r_</r_>^2$, which does not diverge as the outer electron approaches the nucleus.

A better estimate uses this interaction in a second-order sum. The core is excited from $1s$ to $p$ states $c$, and the outer electron goes from $np$ to $s$ or $d$ states $j$:

$$E_{\rm dip}=-\sum_{c,j}\frac{|\langle cj|V_{\rm dip}|1s\,np\rangle|^2}{\varepsilon_c-\varepsilon_{1s}+\varepsilon_j-\varepsilon_{np}} .$$

The inner energies belong to charge 2 and the outer ones to charge 1, and the electrons are treated as distinguishable. For $2p$ the sum gives $-0.043$ eV, only 0.27 of the point-dipole value. For $4f$, whose orbital stays farther out, the same ratio is 0.97. The point-dipole formula is thus good for $4f$ and poor for $2p$.

### The full balance

The second-order sum omits exchange and other multipoles. For the final number I compare three calculations that share one radial basis.

1. The core is frozen in $1s$, and the outer function $u$ is free to adjust to the direct potential $-2/r+\phi(r)$.
2. Exchange with the frozen core is added:

$$\left[-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac2r+\phi(r)\right]u(r)\pm\frac13u_{1s}(r)\int_0^\infty\frac{r_<}{r_>^2}u_{1s}(s)u(s)\,ds=\varepsilon u(r).$$

Here $r_<$ and $r_>$ refer to $r$ and $s$, and $E=-2+\varepsilon$.

3. Both electrons are free, in configurations $sp$, $pd$, $df$ and $fg$ coupled to total $L=1$.

I call the defect in the first calculation penetration, the change in the second exchange, and the change in the third core response. Core response contains polarisation and all other correlation that the basis can describe. The division depends on the order of the steps; the total does not. Since the frozen-core functions form part of the full space, the variational principle says that the last step cannot raise any of the ordered energy levels.

For $2\,{}^1P$, the frozen core with exchange gives a shift of $+0.0694$ eV, a little below the first-order value because the outer orbital has relaxed. Core response then gives

$$0.0694-0.0371=+0.0323\ \text{eV}.$$

The total energy is $-2.1238$ hartree, or $-57.79$ eV, and

$$\delta=2-\frac1{\sqrt{2(2.123813-2)}}=-0.0096 .$$

These last digits depend on the cut at $fg$. A basis that contains $r_{12}$ explicitly gives $-2.123843$ hartree, a shift of $+0.0315$ eV, a core response of $-0.038$ eV and $\delta=-0.0093$.

Averaged over singlet and triplet, the core response is $-0.044$ eV, close to the second-order dipole value. In the same second-order sum the monopole, quadrupole and octupole terms add $-0.002$, $-0.005$ and $-0.001$ eV, so the dipole term is the main one, and the close match is partly accidental. The two quantities have different contents, so their closeness is not a measure of accuracy.

The singlet defects are:

| $n$ | penetration | exchange | core response | total |
|---|---:|---:|---:|---:|
| 2 | +0.0091 | −0.0298 | +0.0112 | −0.0096 |
| 3 | +0.0105 | −0.0328 | +0.0109 | −0.0114 |
| 4 | +0.0109 | −0.0337 | +0.0109 | −0.0119 |
| 5 | +0.0111 | −0.0341 | +0.0109 | −0.0121 |
| limit | +0.0115 | −0.0348 | +0.0109 | −0.0124 |

The limit assumes that near threshold the defect varies linearly with the outer electron's energy, $\delta_n=\delta_\infty+b/(n-\delta_n)^2$, and uses $n=4$ and 5. In the limit,

$$0.0115+0.0109-0.0348=-0.0124 .$$

The two attractive contributions are nearly equal. Each is about a third of the exchange term, so together they fail to cancel it.

The total is a small difference and is sensitive to the basis. With $sp$ and $pd$ configurations alone the limit is $-0.0135$; adding $df$ gives $-0.0126$, and adding $fg$ gives $-0.0124$. The calculation therefore supports $-0.012$, but not a fourth decimal. With $r_{12}$ in the basis, the core-response and total columns rise by about $0.0003$ in every row: the totals become $-0.0093$, $-0.0111$, $-0.0116$ and $-0.0118$, and the limit lies between $-0.0121$ and $-0.0122$.

### The triplet as a control

The triplet has the same Hamiltonian and the same configurations. Only the sign of the exchange terms changes. Its limiting defect is $+0.068$, so reversing that sign reverses the sign of the defect.

The two series also give a division that does not depend on the order of the steps. The mean of their limits is

$$\frac{-0.0124+0.0683}{2}=0.028,$$

and half their difference is 0.040. The first is the part common to both spins, a net attraction. It is not free of exchange: it contains the effects that are even in the sign of the exchange terms, about 0.005 already with a frozen core. The second is the part that changes sign with the exchange terms, including their influence on the core response. The singlet defect is the first minus the second, $0.028-0.040=-0.012$.

The negative sign is thus a matter of magnitudes, not a general rule for singlets. As $l$ grows, the centrifugal barrier keeps the outer electron out of the core. Penetration and exchange need overlap with the exponentially decaying $1s$ cloud, whereas polarisation falls only as a power of distance. For large enough $l$ polarisation should therefore prevail and make the defect positive, within the non-relativistic, fixed-nucleus model used here.

The numerical check tests the first-order integrals, the polarisation comparison and, for $n=2$ to 5, that singlet exchange exceeds the sum of the two attractive contributions.

## Values computed for the example and the checks

```
Helium 1snp, fixed nucleus, non-relativistic
1s mean radius: 0.3969 angstrom
2p mean radius: 2.6459 angstrom
2p probability inside 1s mean radius: 1.065e-03
2p penetration J: -0.02830 eV
2p exchange K: 0.10403 eV
2 1P first-order shift J+K: 0.07573 eV
2 3P first-order shift J-K: -0.13233 eV
2 1P frozen-core shift: 0.06943 eV
2 1P core response: -0.03713 eV
2 1P full shift: 0.03230 eV
2 3P full shift: -0.22203 eV
2 1P full total energy: -57.7919 eV
2 1P full total energy: -2.123813 hartree
2 1P first-order defect: -0.02264
Large-n first-order penetration defect: 0.01045
Large-n first-order exchange defect, singlet: -0.03514
Large-n first-order total, singlet: -0.02470
Large-n first-order total, triplet: 0.04559
2 1P minus He+ threshold, charge 2 for both: 0.5371 eV
He+ dipole polarisability: 0.28125 atomic units
2p second-order dipole energy: -0.04309 eV
2p point-dipole energy: -0.15944 eV
2p spin-averaged core response: -0.04360 eV
2p ratio second-order/point: 0.2702
4f ratio second-order/point: 0.9720
Singlet defects: n, penetration, exchange, core response, total
2  +0.00911  -0.02984  +0.01117  -0.00957
3  +0.01045  -0.03277  +0.01094  -0.01138
4  +0.01090  -0.03368  +0.01090  -0.01187
5  +0.01110  -0.03408  +0.01090  -0.01208
limit  +0.01146  -0.03479  +0.01089  -0.01244
Triplet total defects, n = 2 to 5: +0.06225  +0.06592  +0.06700  +0.06747
Triplet total defect, large-n limit: +0.06829
Singlet limit, sp and pd only: -0.01353
Singlet limit, sp, pd and df only: -0.01263
```
